# Cancelling terahertz reflection inside silicon with a thin resistive film

**Question**

I have a silicon component that terahertz pulses leave through a flat face into air. Part of each pulse reflects from that face back into the silicon and later emerges as an echo. I am told that a conducting film of about 156 ohms per square on the exit face removes this echo. The silicon index is 3.42.

I can't make sense of it. The film is some ten nanometres thick, while the wavelength in air at 1 THz is about 300 µm, so there is no room for interference between its front and back. I would also expect a metal film to add reflection. When I worked out the case of a wave arriving from air, the film did make things worse, whatever its resistance. Where does 156 ohms come from, why does the side matter, and does the rejected power now go into the air?

**Answer**

The film works through its current. That current radiates a wave back into the silicon, and for one value of the sheet resistance this wave cancels the one reflected by the bare face. The power does not all go into the air, as the energy balance below shows.

**Fields at the film**

Take normal incidence along \(+z\), with lossless silicon of real index \(n\) at \(z<0\) and air, of index 1, at \(z>0\). Fields vary as \(e^{-i\omega t}\), and \(k_0=\omega/c\). The electric field is \(E\) along \(x\). The magnetic field is along \(y\), and I use \(h=Z_0H_y\), where \(Z_0=376.73\ \Omega\) is the impedance of free space. A wave moving forward in a medium of index \(n\) then has \(h=nE\), and a wave moving backward has \(h=-nE\).

The film has thickness \(d\) and conductivity \(\sigma\), so its sheet resistance is \(R_s=1/(\sigma d)\). Define \(y=Z_0/R_s\). For now the current follows the field without delay, and \(d\) is far below both the wavelength and the skin depth.

Faraday's law gives \(dE/dz=ik_0h\). Across a film much thinner than both the wavelength and the skin depth, \(E\) therefore hardly changes. Ampère's law gives \(-dH_y/dz=\sigma E\) plus a displacement term that also vanishes with \(k_0d\). Integrating over the film and multiplying by \(Z_0\),

\[
h(0^-)-h(0^+)=Z_0\,\sigma d\,E=yE .
\]

Let the incident field have amplitude 1, the reflected field \(r\) and the transmitted field \(t\). In silicon \(E=1+r\) and \(h=n(1-r)\). In air \(E=t\) and \(h=t\). The two conditions become

\[
1+r=t,\qquad n(1-r)=(1+y)t .
\]

Put the first into the second: \(n-nr=(1+y)+(1+y)r\). Collecting the terms in \(r\), and then using \(t=1+r\),

\[
r=\frac{n-1-y}{n+1+y},\qquad t=\frac{2n}{n+1+y}.
\]

The denominator is positive, so \(r=0\) if and only if \(y=n-1\), that is

\[
R_s=\frac{Z_0}{n-1}=\frac{376.73\ \Omega}{2.42}=155.67\ \Omega\text{ per square}.
\]

This is the 156 ohms. In circuit terms, the wave in silicon sees the film in parallel with the air behind it. The match requires \(1/R_s+1/Z_0=n/Z_0\), so the parallel combination equals the silicon wave impedance \(Z_0/n=110.16\ \Omega\).

**Why a metal film can reduce reflection**

With no film, \(y=0\) and \(r=(n-1)/(n+1)=0.5475\), which is positive. With a very good conductor, \(y\to\infty\) and \(r\to-1\). As the conductance rises, \(r\) moves continuously from a positive to a negative value and must cross zero. Beyond that crossing, more conductance means more reflection. The film reflects more than the bare face only once \(r\) falls below \(-(n-1)/(n+1)\). Setting \(r\) equal to this value gives \(y=n^2-1=10.7\), or \(R_s\) of about 35 ohms per square. Your expectation that metal adds reflection is right for films of lower resistance than this.

Two wrong films show the sign change. If \(R_s\) is twice the matching value, \(y=1.21\) and \(r=1.21/5.63=0.215\). If \(R_s\) is half the matching value, \(y=4.84\) and \(r=-2.42/9.26=-0.261\).

No phase accumulated across a layer enters the condition, and neither does the frequency. As long as \(n\) and \(R_s\) are constant over the spectrum of the pulse, every frequency component is cancelled, and so is the whole echo.

**Why the side matters**

For a wave arriving from air, exchange the two indices in the result for \(r\):

\[
r_{\text{air}}=\frac{1-n-y}{1+n+y}.
\]

Zero would require \(y=1-n\), which is negative for \(n>1\): a sheet that supplies power. A thin resistive film has \(y>0\), so at normal incidence it can match only a wave arriving from the side of higher index. (A quarter-wave dielectric layer can match from either side, but it works by interference across its thickness, which this film does not have.) For the film with \(y=n-1\),

\[
r_{\text{air}}=-\frac{2(n-1)}{2n}=-\frac{n-1}{n}=-0.708 .
\]

Its magnitude exceeds the bare value \((n-1)/(n+1)\), because \(n<n+1\). The same holds for any thin resistive film: \(|r_{\text{air}}|=(n-1+y)/(n+1+y)\), and adding the same positive \(y\) to the numerator and denominator of a fraction below 1 raises it. This is what you found. From air, the bare reflection is already negative, and the film's current adds to it.

**Where the power goes**

The power flux of a wave is proportional to its index times \(|E|^2\). The transmitted fraction is therefore \(T=t^2/n\). The Joule heat per unit area is \(|tE|^2/(2R_s)\), and the incident flux is \(n|E|^2/(2Z_0)\), so the absorbed fraction is \(A=yt^2/n\). At the match \(t=2n/(2n)=1\), and

\[
T=\frac1n=0.292,\qquad A=\frac{n-1}{n}=0.708 .
\]

These add to 1, as they must with \(r=0\). The bare face reflects \(R=r^2=0.300\) and transmits \(T=4n/(n+1)^2=0.700\). The film thus removes the echo but also lowers the transmitted power from 70% to 29%. In amplitude, \(t\) falls from 1.548 to 1, a factor of 0.646. That is the price of a clean time window after the main pulse.

From the air side the same film also transmits \(1/n\): there \(t=1+r_{\text{air}}=1/n\), and \(T=nt^2=1/n\). It reflects \(0.708^2=0.501\), and the remaining 0.207 is absorbed.

**A film one could specify**

Take a model film with resistivity \(\rho=150\ \mu\Omega\,\text{cm}\) and current relaxation time \(\tau=1\) fs, at 1 THz. The required thickness is

\[
d=\frac{\rho}{R_s}=\frac{1.50\times10^{-6}\ \Omega\,\text{m}}{155.67\ \Omega}=9.64\ \text{nm}.
\]

The skin depth is \(\delta_s=\sqrt{2\rho/(\omega\mu_0)}=616\) nm, so the film is thin in the required sense. How much reflection does its finite thickness leave?

Inside the film, let \(s=d-z\) be the distance from the air side, and let \(\varepsilon_b\) be the permittivity due to bound electrons. Scale the fields so that \(E=h=1\) at \(s=0\). Maxwell's equations are

\[
\frac{dE}{ds}=-ik_0h,\qquad \frac{dh}{ds}=\left(\frac{y}{d}-ik_0\varepsilon_b\right)E .
\]

To lowest order \(E=1\) and \(h=1+ys/d\). Inserting this \(h\) in the first equation gives \(E=1-ik_0\left[s+ys^2/(2d)\right]\). Inserting that \(E\) in the second, and keeping first order in \(k_0\), gives the values at the silicon side, \(s=d\):

\[
E=1-ik_0d\left(1+\frac y2\right),\qquad
h=1+y-ik_0d\left(\varepsilon_b+\frac y2+\frac{y^2}{6}\right).
\]

Their ratio \(Y=h/E\) is, to the same order,

\[
\begin{aligned}
Y&=1+y+ik_0d\left[(1+y)\left(1+\frac y2\right)-\varepsilon_b-\frac y2-\frac{y^2}{6}\right]\\
&=1+y+ik_0d\left[1-\varepsilon_b+y+\frac{y^2}{3}\right].
\end{aligned}
\]

In silicon \(h/E=n(1-r)/(1+r)\). Setting this equal to \(Y\) gives \(r=(n-Y)/(n+Y)\), which is close to \(-(Y-n)/(2n)\) near the match. With \(y=n-1\), the last two terms in the bracket are \(y(3+y)/3=(n-1)(n+2)/3\), so

\[
r_d\simeq-ik_0d\left[\frac{(n-1)(n+2)}{6n}-\frac{\varepsilon_b-1}{2n}\right].
\]

For \(\varepsilon_b=1\) this gives \(|r_d|=1.3\times10^{-4}\). Raising \(\varepsilon_b\) to 10, as a trial value, shifts \(r\) by \(2.7\times10^{-4}\) with the opposite sign. Both are small beside the bare 0.5475.

Current relaxation matters more here. In the Drude model the conductance becomes \(y/(1-i\omega\tau)\simeq y(1+i\omega\tau)\). At the match this changes \(Y\) by \(i\omega\tau(n-1)\), hence

\[
r_\tau\simeq-\,i\omega\tau\,\frac{n-1}{2n}.
\]

With \(\omega\tau=0.00628\), \(|r_\tau|=2.2\times10^{-3}\). For \(\varepsilon_b=1\) the thickness and relaxation terms have the same phase, and together they give \(|r|=2.4\times10^{-3}\) at 1 THz. Both grow in proportion to frequency, so the residue is about \(2\times10^{-4}\) at 0.1 THz and \(7\times10^{-3}\) at 3 THz.

**Resistance error and angle**

Suppose the film has \(R_s=(1+\delta)Z_0/(n-1)\). Then \(y=(n-1)/(1+\delta)\). Multiplying the numerator and denominator of \(r\) by \(1+\delta\),

\[
r=\frac{(n-1)(1+\delta)-(n-1)}{(n+1)(1+\delta)+(n-1)}
=\frac{\delta(n-1)}{2n+\delta(n+1)} .
\]

A resistance 10% too high gives \(r=0.242/7.282=0.033\), or about 0.1% of the incident power. This amplitude is more than ten times the thickness and relaxation residue at 1 THz.

At an internal angle \(\theta\), Snell's law gives the angle in air, \(\sin\theta_a=n\sin\theta\). The film responds to tangential fields. For s polarization (electric field perpendicular to the plane of incidence) the ratio of tangential \(h\) to tangential \(E\) is the index times the cosine. For p polarization (electric field in that plane) it is the index divided by the cosine. The matching conditions become

\[
y_s=n\cos\theta-\cos\theta_a,\qquad
y_p=\frac{n}{\cos\theta}-\frac{1}{\cos\theta_a}.
\]

Subtract them, using \(\cos x-1/\cos x=-\sin^2x/\cos x\) and Snell's law:

\[
y_s-y_p=n\sin^2\theta\left(\frac{n}{\cos\theta_a}-\frac1{\cos\theta}\right)>0 .
\]

The sign follows from \(n>1\) and \(\cos\theta_a<\cos\theta\). One isotropic film therefore cannot match both polarizations at any nonzero angle below the critical angle. The value \(y_p\) falls to zero at the Brewster angle \(\arctan(1/n)=16.3^\circ\) and is negative beyond it, so between that angle and the critical angle no resistive film matches p polarization at all. For the film designed at normal incidence, an internal angle of 5° gives \(r=0.0048\) for s and \(-0.0050\) for p, where \(r\) refers to the tangential electric field. Above the critical angle of 17.0°, \(\cos\theta_a\) is imaginary, and a purely resistive film cannot cancel the reflection.

**How this compares with a real component**

The resistivity and relaxation time above are rough values for a disordered metal alloy. A free-electron estimate, \(\tau=m/(Ne^2\rho)\) with the free electron mass \(m\) and a typical metallic electron density \(N\) of about \(10^{29}\ \text{m}^{-3}\), gives about 0.2 fs. The 1 fs is therefore probably on the long side, which makes the relaxation estimate cautious. With a Fermi speed of 1 to 2 × \(10^6\) m/s, a relaxation time of 1 fs gives a mean free path of 1 to 2 nm, well below 9.64 nm, so a local Ohm's law is a fair first approximation, though not an exact one. If electrons scatter diffusely at both surfaces, the Fuchs–Sondheimer model raises the sheet resistance by roughly \(3\ell/(8d)\), where \(\ell\) is the mean free path. That is about 4 to 8% here, which alone would leave \(r\) of about 0.014 to 0.028. The assumption most at risk is that bulk resistivity fixes the thickness. Surface scattering, grain boundaries, oxidation and incomplete coverage can all change the resistance of such a thin film. One should therefore deposit to a measured sheet resistance; the 10% example shows what a miss costs. Measure it on an insulating witness piece coated in the same run, and confirm the result by the echo itself, because in a film with incomplete coverage the conductance at terahertz frequencies can differ from its dc value. A dc probe on the coated wafer can also pick up current through the silicon: a 10 Ω cm wafer 0.5 mm thick has a sheet resistance of only 200 ohms per square.

Some further effects can be sized in the same way, each taken alone at 1 THz:

- **Wafer conduction.** For a 10 Ω cm wafer, Drude carriers change the silicon permittivity by at most \(1/(\rho_{\text{Si}}\omega\varepsilon_0)\simeq0.18\) in magnitude. The index changes by this over \(2n\), and \(r\) by a further factor \(1/(2n)\), so \(|r|\) is at most about 0.004. Attenuation inside the wafer is a separate matter.
- **Charge at the silicon surface.** A layer of \(10^{11}\ \text{cm}^{-2}\) carriers with mobility 1000 cm²/Vs, both rough values, adds its sheet conductance to the film's. The dc value of that conductance gives \(|r|\simeq9\times10^{-4}\). This is an upper estimate, because at this mobility \(\omega\tau\) of the carriers is near 1 at 1 THz and their response is weaker.
- **Temperature.** A resistance coefficient of \(10^{-4}\) per kelvin changes \(R_s\) by 1% over 100 K and gives \(|r|\simeq0.0035\). The silicon index also drifts with temperature; each change of 0.01 in \(n\) gives \(|r|\simeq0.0015\).
- **Heating by the pulse.** Since \(t=1\), the field in the film equals the incident field. A field of 1 kV/cm held for 1 ps deposits \(E^2/R_s\) times 1 ps per unit area. With a heat capacity of 3 J/(cm³ K), and all the heat kept in the film, the rise is about 2 mK per pulse.

At 1 THz, and for these numbers, a 10% resistance error leaves the largest residue. The upper limit on the wafer term grows toward low frequency, roughly as \(1/\omega\). At 0.1 THz the term reaches about 0.04, comparable with a 10% resistance error, which leaves 0.033 if the resistance is too high and 0.038 if it is too low. If your component can spare the transmitted signal, aim for 156 ohms per square on the finished film and keep the beam close to normal incidence.

Numerical values quoted here were computed with a short program.
